# Rayleigh collapse time of an empty spherical cavity from energy conservation

## 1. A slow first half and a fast second half

An empty spherical cavity of radius 50 µm, in water of density 990 kg/m³ under a pressure of 100 kPa, needs 4.11 µs to shrink to half its radius. The remaining 25 µm take 0.44 µs. The pressure that drives the collapse is the same throughout, yet the second half of the distance is covered about nine times faster than the first.

An energy balance explains this. It also gives the total collapse time,

$$T=C\,R_0\sqrt{\frac{\rho}{p}},\qquad C\approx0.915 .$$

Here $R_0$ is the initial radius, $\rho$ the liquid density and $p$ the pressure far from the cavity.

## 2. The model

The cavity is empty, so the pressure on its wall is zero. The liquid fills all space outside it and is at rest at $t=0$. The far pressure $p$ and the density $\rho$ are constant. Viscosity, surface tension, gravity and nearby walls are left out, and the cavity stays spherical.

The radius at time $t$ is $R(t)$. A dot means a time derivative, so $\dot R<0$ during collapse. The distance from the centre is $r$, and the radial velocity $u(r,t)$ is positive outwards.

The form of the result follows from dimensions. The ratio $p/\rho$ has the dimension of a squared velocity, and $R_0$ is the sole length. The one time that can be built from them is $R_0\sqrt{\rho/p}$. The number $C$ needs the dynamics.

## 3. Velocity and kinetic energy

In an incompressible liquid the same volume per unit time crosses every sphere around the cavity. At the wall this flux is $4\pi R^2\dot R$, so

$$4\pi r^2u=4\pi R^2\dot R\quad\Rightarrow\quad u(r,t)=\frac{R^2\dot R}{r^2}.$$

A shell of thickness $dr$ has mass $4\pi\rho r^2dr$. The kinetic energy of the liquid is therefore

$$E=\int_R^\infty\frac{\rho}{2}\,\frac{R^4\dot R^2}{r^4}\,4\pi r^2dr
=2\pi\rho R^4\dot R^2\int_R^\infty\frac{dr}{r^2}
=2\pi\rho R^3\dot R^2 .$$

Written as $E=\tfrac12M\dot R^2$, this defines an effective mass $M=4\pi\rho R^3$, three times the mass of liquid that would fill the cavity. The moving mass shrinks with the cavity.

The energy also sits close to the wall. If the integral stops at $r=nR$, it yields the fraction $1-1/n$ of the total, so half of the kinetic energy lies between $R$ and $2R$.

## 4. The work done on the liquid

The cavity wall does no work, because the pressure there is zero. The work comes from far away, where the area is infinite and the displacement vanishes. A finite body of liquid makes this product definite.

Let the liquid be a thick shell with initial outer radius $L$ and current outer radius $S$, with pressure $p$ on its outer surface. Its volume is conserved:

$$S^3-R^3=L^3-R_0^3\quad\Rightarrow\quad L^3-S^3=R_0^3-R^3 .$$

The outer surface moves inwards from $L$ to $S$, and the work done on it is

$$W=\int_S^L p\,4\pi s^2ds=\frac{4\pi}{3}p\,(L^3-S^3)=\frac{4\pi}{3}p\,(R_0^3-R^3).$$

This is $p$ times the volume lost by the cavity, whatever the value of $L$. The kinetic energy of the shell follows from the integral of Section 3 with upper limit $S$:

$$E_L=2\pi\rho R^4\dot R^2\left(\frac1R-\frac1S\right)=2\pi\rho R^3\dot R^2\left(1-\frac RS\right).$$

For $L\to\infty$ the last factor tends to one, and the work is unchanged. This justifies using $W$ for the unbounded liquid.

## 5. The energy balance

The liquid starts at rest and nothing dissipates energy, so $E=W$:

$$2\pi\rho R^3\dot R^2=\frac{4\pi}{3}p\,(R_0^3-R^3).$$

Division by $2\pi\rho R^3$ gives

$$\dot R^2=\frac{2p}{3\rho}\left(\frac{R_0^3}{R^3}-1\right).$$

The cavity shrinks, so the negative root applies:

$$\dot R=-\sqrt{\frac{2p}{3\rho}}\;\sqrt{\frac{R_0^3-R^3}{R^3}} .$$

As $R\to0$ the energy tends to the finite value $4\pi pR_0^3/3$, while the effective mass goes to zero as $R^3$. The wall speed must then grow as $R^{-3/2}$. This is the main reason for the fast second half; the start from rest also slows the first half.

If the cavity holds a constant pressure $p_c<p$, its contents receive the work $\tfrac{4\pi}{3}p_c(R_0^3-R^3)$ while they are compressed or condensed. That work is subtracted from $W$, so $p$ is replaced by $p-p_c$ in the energy balance and in the speed and collapse time that follow from it.

## 6. The collapse time as an integral

Separate the variables and let $R$ run from $R_0$ down to zero. The minus sign is absorbed by exchanging the limits:

$$T=\sqrt{\frac{3\rho}{2p}}\int_0^{R_0}\sqrt{\frac{R^3}{R_0^3-R^3}}\,dR .$$

With $R=R_0x$ and $dR=R_0dx$, the factors $R_0^3$ under the root cancel:

$$T=R_0\sqrt{\frac{\rho}{p}}\;\sqrt{\frac32}\,I,\qquad I=\int_0^1\frac{x^{3/2}}{\sqrt{1-x^3}}\,dx .$$

Hence $C=\sqrt{3/2}\,I$. The integrand diverges at $x=1$, where the cavity is still at rest. To see that the integral is finite, put $x^3=\sin^2\theta$. Then

$$x^{3/2}=\sin\theta,\qquad \sqrt{1-x^3}=\cos\theta,\qquad dx=\tfrac23\sin^{-1/3}\theta\,\cos\theta\,d\theta,$$

and the cosine cancels:

$$I=\frac23\int_0^{\pi/2}\sin^{2/3}\theta\,d\theta .$$

Since $\sin\theta\le\sin^{2/3}\theta\le1$ in this range, $I$ lies between $2/3$ and $\pi/3$. This already places $C$ between 0.81 and 1.29.

## 7. The coefficient in closed form

The beta function is $B(a,b)=\int_0^1y^{a-1}(1-y)^{b-1}dy$. Put $y=x^3$, so that $x=y^{1/3}$ and $dx=\tfrac13y^{-2/3}dy$. With $x^{3/2}=y^{1/2}$,

$$I=\frac13\int_0^1y^{1/2-2/3}(1-y)^{-1/2}dy=\frac13\int_0^1y^{-1/6}(1-y)^{-1/2}dy=\frac13B\!\left(\tfrac56,\tfrac12\right).$$

The link to the Gamma function, $\Gamma(a)=\int_0^\infty s^{a-1}e^{-s}ds$, comes from a product of two such integrals:

$$\Gamma(a)\Gamma(b)=\int_0^\infty\!\!\int_0^\infty s^{a-1}q^{b-1}e^{-s-q}\,ds\,dq .$$

Set $s=wy$ and $q=w(1-y)$, with $0<w<\infty$ and $0<y<1$. The area element is $w\,dw\,dy$, and the powers of $w$ combine to $w^{a+b-1}$. The double integral separates into $\Gamma(a+b)\,B(a,b)$, so $B(a,b)=\Gamma(a)\Gamma(b)/\Gamma(a+b)$.

Here $a+b=\tfrac56+\tfrac12=\tfrac43$. Also $\Gamma(\tfrac12)=\sqrt\pi$, because $s=z^2$ turns it into the Gaussian integral $2\int_0^\infty e^{-z^2}dz$. Therefore

$$C=\sqrt{\frac32}\,\frac{\sqrt\pi}{3}\,\frac{\Gamma(5/6)}{\Gamma(4/3)}=\sqrt{\frac{\pi}{6}}\;\frac{\Gamma(5/6)}{\Gamma(4/3)},$$

where $\tfrac13\sqrt{3\pi/2}=\sqrt{3\pi/18}=\sqrt{\pi/6}$ was used. With $\Gamma(5/6)=1.128787$ and $\Gamma(4/3)=0.892980$,

$$C=0.723601\times\frac{1.128787}{0.892980}=0.91468 .$$

Direct quadrature of $I$ gives 0.746834, and $\sqrt{3/2}\times0.746834$ is the same number.

## 8. The same motion from the momentum equation

The energy balance can be checked against Euler's equation,

$$\frac{\partial u}{\partial t}+u\frac{\partial u}{\partial r}=-\frac1\rho\frac{\partial P}{\partial r},$$

where $P(r,t)$ is the pressure in the liquid. From $u=R^2\dot R/r^2$,

$$\frac{\partial u}{\partial t}=\frac{2R\dot R^2+R^2\ddot R}{r^2},\qquad u\frac{\partial u}{\partial r}=-\frac{2R^4\dot R^2}{r^5}.$$

Integrate over $r$ from $R$ to infinity. The first term gives $2\dot R^2+R\ddot R$ and the second gives $-\tfrac12\dot R^2$. On the right, only the end values of $P$ enter: zero at the wall and $p$ far away. Late in the collapse $P$ exceeds $p$ in between, but this does not change the integral. Thus

$$R\ddot R+\frac32\dot R^2=-\frac p\rho .$$

Multiply by $4\pi\rho R^2\dot R$. The left side becomes

$$4\pi\rho R^3\dot R\ddot R+6\pi\rho R^2\dot R^3=\frac{d}{dt}\left(2\pi\rho R^3\dot R^2\right),$$

and the right side is $-4\pi pR^2\dot R=-\frac{d}{dt}\left(\frac{4\pi}{3}pR^3\right)$. Integration from the state of rest restores the energy balance of Section 5. A numerical integration of the equation of motion from rest gives $C=0.914681$, in agreement with the closed form.

The equation of motion also shows why the cavity leaves its state of rest. At $t=0$ the speed is zero, but $\ddot R=-p/(\rho R_0)$ is not. At later times

$$|\ddot R|=\frac{p/\rho+\tfrac32\dot R^2}{R}>\frac{p}{\rho R_0}.$$

A wall that kept its initial acceleration would cover $R_0$ in the time $\sqrt2\,R_0\sqrt{\rho/p}$. The true acceleration is larger, so $C<\sqrt2$, as found.

## 9. How the time is distributed

The time left when the radius is $xR_0$ is the integral of Section 6 with upper limit $x$:

$$t_{\rm left}(x)=R_0\sqrt{\frac\rho p}\,\sqrt{\frac32}\int_0^x\frac{z^{3/2}}{\sqrt{1-z^3}}\,dz .$$

Its share of $T$ is 35.6 % at $x=0.8$, 9.8 % at $x=0.5$ and 0.17 % at $x=0.1$. Almost two thirds of the time goes into the first fifth of the distance.

For small $x$ the root in the denominator is close to one, and

$$t_{\rm left}\approx\frac25\sqrt{\frac32}\;x^{5/2}R_0\sqrt{\frac\rho p}.$$

Division by $T$ gives the share $0.536\,x^{5/2}$, which is 0.17 % at $x=0.1$. Read backwards, the radius falls to zero as the $2/5$ power of the time left.

This has a practical consequence. The model must fail near the end, because it predicts an infinite speed. The failure hardly affects $T$, since so little time is spent there. The same argument does not protect predictions of peak speed, pressure or temperature, which depend on the final stage.

## 10. Two geometries that change the moving mass

**A finite amount of liquid.** For the shell of Section 4 the energy balance has the extra factor $1-R/S$ on the kinetic side. The time spent in each interval $dR$ is multiplied by $\sqrt{1-R/S}\approx1-R/(2L)$ for $L\gg R_0$. Averaged over the collapse,

$$T_L\approx T\left(1-\frac{\langle x\rangle R_0}{2L}\right).$$

Here $\langle x\rangle$ is the time average of $R/R_0$. Its numerator has one more factor $x=y^{1/3}$ than $I$, so

$$\langle x\rangle=\frac{B(7/6,1/2)}{B(5/6,1/2)}=0.813 .$$

For $L=10R_0$ the formula gives the coefficient $0.9147\times(1-0.0407)=0.8775$. Numerical integration of the shell's own momentum equation gives 0.8767. For $L=1000R_0$ it gives 0.9143, close to the unbounded value.

**A rigid wall.** Let a flat rigid wall lie at distance $h\gg R_0$ from the centre. The flow normal to the wall vanishes if an identical mirror cavity is placed at distance $2h$. Write the velocity as $\nabla\phi$. Near the cavity, to leading order in $R/h$,

$$\phi=-R^2\dot R\left(\frac1r+\frac1{2h}\right).$$

Because $\nabla^2\phi=0$, the kinetic energy $\tfrac\rho2\int|\nabla\phi|^2dV$ equals a surface integral of $\tfrac\rho2\phi\,\partial\phi/\partial n$, with the normal pointing out of the liquid. The rigid wall contributes nothing, and the distant surface contributes nothing in the limit. At the cavity $\partial\phi/\partial n=-\dot R$, so

$$E=\frac\rho2\,4\pi R^2\,(-\dot R)\,\phi(R)=2\pi\rho R^3\dot R^2\left(1+\frac{R}{2h}\right).$$

The work is still $p$ times the lost volume. The square root of the new factor is about $1+R/(4h)$, hence

$$T_h\approx T\left(1+\frac{\langle x\rangle R_0}{4h}\right).$$

The rigid wall raises the effective mass, so the same work gives the cavity surface a lower speed, and the collapse takes longer. This estimate leaves out the motion of the cavity towards the wall, its change of shape and the formation of a jet.

## 11. A bubble in an ultrasonic cleaning bath

The opening numbers are rough values for a bubble at its largest radius in a water bath near 50 °C. The speed unit is

$$\sqrt{\frac p\rho}=\sqrt{\frac{10^5\ \mathrm{Pa}}{990\ \mathrm{kg/m^3}}}=10.05\ \mathrm{m/s}.$$

The time unit is $50\ \mathrm{µm}/(10.05\ \mathrm{m/s})=4.975$ µs, and

$$T=0.9147\times4.975\ \mathrm{µs}=4.55\ \mathrm{µs}=4550\ \mathrm{ns}.$$

At half radius $R_0^3/R^3=8$, so the wall speed is $10.05\sqrt{\tfrac23\times7}=21.7$ m/s. The cavity has then lost seven eighths of its volume, and 45.8 nJ of the available 52.4 nJ has been delivered. Quadrature of the velocity field, with the speed taken from the momentum equation, also gives 45.8 nJ.

Only one eighth of the work remains to be done in the second half. The speed continues to rise because nearly constant energy is carried by a rapidly shrinking mass.

## 12. What the model leaves out, in numbers

Each change below is relative to the ideal $T$, with one effect added and all other settings fixed.

**Vapour.** Water near 50 °C has a vapour pressure of about 12 kPa. If the vapour condenses fast enough to hold this pressure, $p$ becomes 88 kPa and $T$ rises by the factor $1/\sqrt{0.88}=1.066$, or 6.6 %.

**Surface tension.** With $\sigma=68$ mN/m the surface releases the energy $4\pi\sigma(R_0^2-R^2)$. Relative to the pressure work this is

$$\frac{3\sigma}{pR_0}\,\frac{1-x^2}{1-x^3}=\frac{3\sigma}{pR_0}\,\frac{1+x}{1+x+x^2}.$$

The last fraction rises from $2/3$ at the start to 1 at the end, so the added energy is between 2.7 % and 4.1 %. The time should fall by 1.3 % to 2.0 %. The computed change is −1.5 %.

**Viscosity and trapped gas.** A viscosity of 0.55 mPa s adds 0.11 %. For the gas, suppose a nucleus of radius 5 µm at 100 kPa has expanded at constant temperature. Its pressure at 50 µm is then $100\times(5/50)^3=0.1$ kPa. With adiabatic compression, exponent 1.4, the time to the first minimum radius is 0.11 % longer. In these equations this small amount of gas stops the collapse at a finite radius, but barely shifts its time. The stopping radius itself, about 0.3 µm, is not reliable: the wall passes the sound speed before reaching it, and the gas is no longer ideal at such compression. The nucleus size is an assumption and was not matched to the sound field used below. A nucleus of 10 µm at the same initial pressure would leave 0.8 kPa at 50 µm, eight times as much, and lengthen the time by 0.9 %; 3 kPa would lengthen it by 3.6 %. The larger values are the more realistic ones. In a rough estimate of the first growth phase in that sound field, a 5 µm nucleus reaches only about 25 to 30 µm. A radius of 50 µm needs a nucleus of about 12 to 16 µm, whose gas lengthens the collapse by about 2 to 4 %.

**Compressibility.** For a sound speed of 1540 m/s, the Keller–Miksis equation, which corrects the motion to leading order in the ratio of wall speed to sound speed, gives +0.46 %. This holds for a bubble at its largest radius, whose wall starts from rest with no sudden drop of the pressure on it. In the ideal motion this ratio reaches 0.1 at $R/R_0=0.141$, when 0.40 % of $T$ is left. The equation is not reliable once the ratio is no longer small, but that stage is short.

**A rigid wall.** For $h=3R_0$ the first-order formula gives $0.813/12=6.8$ %. Integration with the full factor $1+R/(2h)$ gives 6.55 %.

**The sound field.** The far pressure in the bath is not constant. Let it be $p+p_a\sin(\varphi+2\pi ft)$ with $p_a=120$ kPa and $f=40$ kHz, and let the cavity start from rest at phase $\varphi$:

| Starting phase | Initial pressure | Change of $T$ |
|---|---|---|
| −30° | 40 kPa | +7.8 % |
| 0° | 100 kPa | −14.5 % |
| 90° | 220 kPa | −31.7 % |

The sound period is 25 µs, and $T$ is 18 % of it, so the phase advances by about 66° during an ideal collapse. Since $p_a>p$, the far pressure can change strongly in that time. The last row starts at the pressure maximum, where the change is slow at first, so a constant pressure is a fair approximation there: 220 kPa would give $1/\sqrt{2.2}-1=-32.6$ %, close to the computed change.

**Together.** With all effects except compressibility, and starting phase 0°, the time is 4.25 µs, 7 % below the ideal value. This closeness comes from cancellation: vapour and wall lengthen the collapse, the rising sound pressure shortens it. The separate changes add up to −2.6 %, so they are not additive.

## 13. Use for a real bath

The radius of 50 µm, the sound frequency and the sound amplitude are rough choices; a real bath contains bubbles of many sizes, and the pressure varies from place to place. The starting phase is also set by the earlier growth of the bubble, which was not computed here. Among the effects computed in Section 12, the varying sound pressure has the largest effect at the three starting phases considered, where it changes the time by between +8 % and −32 %. This ranking does not hold at every phase: the change passes through zero near −21°, where vapour and wall matter more, and it reaches +25 % at −45°. Detergents can lower the surface tension, but even its complete removal would only take away a correction that is already small.

Bubbles that clean a surface may collapse closer to it than three radii. The spherical model and the first-order wall formula are then outside their range, and neither describes a jet. For such bubbles $0.915R_0\sqrt{\rho/p}$ serves as a time scale, a few microseconds for a radius of 50 µm, not as a prediction to three figures. The coefficient itself is sharp for the ideal problem of Section 2. The numerical output below lists the values used.

## Values computed for the example and the checks

```
Integral of x^1.5/sqrt(1-x^3), 0 to 1: 0.746834
Beta function B(5/6,1/2): 2.240503
Gamma(5/6): 1.128787   Gamma(4/3): 0.892980
Coefficient C, closed form: 0.914681
Coefficient C, quadrature: 0.914681
Coefficient C, equation of motion: 0.914681
Time average of R/R0 during collapse: 0.8130
Coefficient, shell with L = 10 R0: 0.87666
Coefficient, shell with L = 1000 R0: 0.91431
Share of T left at R/R0 = 0.8: 35.556 %
Share of T left at R/R0 = 0.5: 9.755 %
Share of T left at R/R0 = 0.2: 0.960 %
Share of T left at R/R0 = 0.1: 0.169 %
Input initial radius R0: 50 um
Input far pressure p: 100 kPa
Input density rho: 990 kg/m3
Speed unit sqrt(p/rho): 10.050 m/s
Time unit R0 sqrt(rho/p): 4.975 us
Collapse time T: 4.550 us = 4550 ns
Total work available: 52.36 nJ
Time to half radius: 4.107 us
Wall speed at half radius: 21.71 m/s
Kinetic energy at half radius (quadrature): 45.81 nJ
Work done down to half radius: 45.81 nJ
Input vapour pressure: 12 kPa
Input surface tension: 68 mN/m
Input viscosity: 0.55 mPa s
Input sound speed: 1540 m/s
Input gas nucleus radius at pressure p: 5 um
Gas pressure at R0: 0.100 kPa
Input wall distance h/R0: 3
Input sound frequency: 40 kHz
Sound period: 25.0 us
Input sound pressure amplitude: 120 kPa
Change of T, vapour pressure: +6.60 %
Change of T, surface tension: -1.47 %
Change of T, viscosity: +0.11 %
Change of T, trapped gas: +0.110 %
Change of T, compressibility: +0.460 %
Change of T, rigid wall: +6.55 %
Change of T, sound from phase -30 deg: +7.8 %
Change of T, sound from phase 0 deg: -14.5 %
Change of T, sound from phase 90 deg: -31.7 %
T, all but compressibility, phase 0: 4.25 us
R/R0 where wall speed is 0.1 c: 0.141
Share of T left there: 0.40 %
```
